# Mean number of adatoms on top of a growing island

**Question**

I am working through an exercise on second-layer nucleation, the process that starts a new layer on top of an island before the layer below is complete. The flux is 0.01 atoms per site per second, the island radius is 30 sites, and the residence time of an atom on the island top is one millisecond. I have to show that the mean island-top occupancy is 0.028.

My first attempt was flux times residence time, which gives $10^{-5}$, far too small. I suspect that the island area has to come in, but then I don't know what "occupancy" means: how can 0.028 of an atom sit on an island? I am also unsure whether I may write the loss rate as $N/\tau$. An atom landing near the edge surely leaves sooner than one landing in the middle, so the stays can't all follow one simple decay law. And where would the millisecond come from on a real surface?

**Answer**

Your $10^{-5}$ is a correct number, but it answers a different question. It is the mean number of adatoms per site of the island top. The exercise wants the mean number on the whole top, which I call $N$.

**What is assumed**

Take a circular island, one layer high, on a square surface net. Lengths are measured in lattice spacings, so one site occupies unit area. Atoms land at random, independently of each other, at rate $F$ per site. Each atom wanders over the top and eventually steps down over the edge. Its mean stay is $\tau$, averaged over all landing sites.

Adatoms do not interact, no nucleus has yet formed on the top, and no atoms climb up from below. The island is much older than $\tau$ and hardly grows during one stay, so the occupancy has reached a steady value for the current radius.

**The landing rate**

With one site per unit area, the number of sites on the top is

$$A=\pi R^2=\pi\times 30^2=2827.$$

Counting the lattice points inside the circle directly gives 2821, so the smooth area is good to about 0.2%. The whole island receives atoms at the rate

$$\lambda=FA=0.01\times 2827\ \text{s}^{-1}=28.27\ \text{s}^{-1}.$$

The mean interval between landings is $1/\lambda=35.4$ ms. An atom stays for 1 ms on average, so the top should be empty most of the time.

**From landing rate to occupancy**

You are right to distrust a single decay law, but none is needed. Let $S(u)$ be the probability that an atom is still on the top a time $u$ after landing, averaged over landing sites. Look at the island at some moment. The expected number of atoms that landed between $u$ and $u+du$ ago is $\lambda\,du$, and a fraction $S(u)$ of them is still there. Adding up all ages gives

$$N=\lambda\int_0^\infty S(u)\,du .$$

The integral is the mean stay. To see this, let $p(u)$ be the probability density of the stay, so that $S(u)=\int_u^\infty p(v)\,dv$ and $S'(u)=-p(u)$. Integration by parts gives

$$\int_0^\infty S(u)\,du=\Big[uS(u)\Big]_0^\infty+\int_0^\infty u\,p(u)\,du .$$

The boundary term vanishes at $u=0$. It also vanishes at infinity, because $uS(u)\le\int_u^\infty v\,p(v)\,dv$, and the right-hand side tends to zero when the mean stay is finite. What remains is $\tau$, so

$$\boxed{N=\lambda\tau=F\pi R^2\tau}$$

With the numbers of the exercise,

$$N=28.27\ \text{s}^{-1}\times 1.0\times10^{-3}\ \text{s}=0.0283\approx 0.028 .$$

Your equation $dN/dt=\lambda-N/\tau$ has the same steady state. As a description of changes in time it assumes an exponential $S(u)$, but the steady value does not depend on that assumption.

The same argument shows how the steady state is reached. If an island top is empty at $t=0$ and landings then begin, only ages up to $t$ contribute:

$$N(t)=\lambda\int_0^t S(u)\,du .$$

For atoms diffusing on this island, it levels off once $t$ is several times the mean stay. At this flux it takes 25 s to deposit a quarter of a layer, so the millisecond adjustment is very fast compared with the growth of the island.

I compared the result with simulated landings on the lattice disc. When the stays came from random walks with a hindered edge, the mean count at regular snapshots was 0.0284. When every atom was given the same stay of 1 ms, it was 0.0280. Both agree with the formula to within 1%, although the two distributions of stays are very different.

**What 0.028 of an atom means**

$N$ is an average over time. At any moment the number of atoms $n$ is an integer, and its distribution can be worked out.

Divide the past into short slices of age. A slice of width $du$ contributes one atom with probability $\lambda S(u)\,du$ and otherwise none; two landings in one slice are negligible as $du\to0$. For an auxiliary variable $z$, the mean of $z^n$ for this slice is

$$1-\lambda S\,du+z\,\lambda S\,du=1+(z-1)\lambda S(u)\,du .$$

Different slices are independent, so their factors multiply. In the limit of narrow slices the product becomes an exponential:

$$\langle z^n\rangle=\exp\!\left[(z-1)\lambda\int_0^\infty S(u)\,du\right]=e^{-N}e^{zN}.$$

The coefficient of $z^n$ is the probability of finding $n$ atoms:

$$P(n)=e^{-N}\frac{N^n}{n!}.$$

This is a Poisson distribution. For $N=0.0283$ it gives

- an empty top with probability $P(0)=e^{-N}=0.972$;
- one atom with probability $P(1)=Ne^{-N}=0.027$;
- two or more with probability $1-e^{-N}(1+N)=3.9\times10^{-4}$.

So the top is empty for about 97% of the time and holds a single atom for nearly all the rest. The simulated snapshots with random-walk stays gave $4.0\times10^{-4}$ for two or more atoms, in agreement with the last line.

**The link to second-layer nucleation**

A new layer can start when adatoms meet on the top. Landings are independent of what is already there, so a newly landed atom finds at least one other atom present with probability

$$1-P(0)=1-e^{-N}=0.0279 .$$

For small $N$ this is nearly $N$ itself, which is why the occupancy is a useful quantity in this theory. Such landings occur at the rate $28.27\times0.0279=0.79$ per second.

That is not yet a nucleation rate. The two atoms must also find each other before one of them leaves, and the pair must survive. If two atoms are enough to form a stable nucleus, 0.79 per second is an upper bound on the rate at which nuclei start on a top that has none. It should not be used as an estimate of the rate itself.

**Where the millisecond comes from**

The residence time follows from diffusion on the top and from the difficulty of stepping down. Let $\Gamma$ be the hop rate in each of the four lattice directions. A hop outward over the edge is slower by a factor

$$s=e^{-E_S/kT},$$

where $E_S$ is the extra barrier at the edge, called the Ehrlich–Schwoebel barrier.

Let $n(r)$ now denote the mean number of adatoms per site at distance $r$ from the centre. Each site gains atoms from its four neighbours and loses atoms to them. When $n$ varies slowly from site to site, the net gain is $\Gamma\nabla^2n$. In the steady state it balances the flux:

$$\frac{\Gamma}{r}\frac{d}{dr}\left(r\frac{dn}{dr}\right)+F=0 .$$

Multiply by $r/\Gamma$ and integrate from the centre, where $r\,dn/dr=0$ because the density is smooth there:

$$r\frac{dn}{dr}=-\frac{Fr^2}{2\Gamma},\qquad \frac{dn}{dr}=-\frac{Fr}{2\Gamma}.$$

Integrating from $r$ to $R$ gives

$$n(r)=n(R)+\frac{F}{4\Gamma}\left(R^2-r^2\right).$$

The edge density $n(R)$ follows from the total balance. The disc has about $2R$ horizontal rows, each with two ends, and about $2R$ vertical columns, each with two ends. That makes about $8R$ outward bonds. I treat the density along the edge as uniform, so that the outflow equals the total landing rate when

$$8R\,\Gamma s\,n(R)=F\pi R^2,\qquad n(R)=\frac{\pi FR}{8\Gamma s}.$$

Now add up the atoms on the disc:

$$N=\int_0^R n(r)\,2\pi r\,dr=\pi R^2n(R)+\frac{2\pi F}{4\Gamma}\left(\frac{R^4}{2}-\frac{R^4}{4}\right)=\pi R^2n(R)+\frac{\pi FR^4}{8\Gamma}.$$

Since $N=F\pi R^2\tau$, division by $F\pi R^2$ gives

$$\tau\approx\frac{R^2}{8\Gamma}+\frac{\pi R}{8\Gamma s}.$$

The first term is the time needed to diffuse to the edge. The second is the time spent in crossing the edge. It grows as the edge barrier rises, and without an extra barrier ($s=1$) it is only a fraction $\pi/R$ of the first term, about 10% for $R=30$, which is comparable with the error of this continuum estimate. The two terms are equal when $s=\pi/R$, which is 0.105 for $R=30$. For much larger $s$ diffusion controls the stay and $\tau\propto R^2$. For much smaller $s$ the edge controls it and $\tau\propto R$.

**An example with barriers like those of silver on Ag(100)**

The surface net of Ag(100) is square, like the net of the model, but the match is only partial. On this surface an adatom on the island top sits in a hollow between four atoms; the disc of 2821 atoms offers 2700 such hollows, which would give $N=0.027$ for a 1 ms stay. Real islands on Ag(100) also tend to be near-square, and their edge barrier differs between straight steps and kinks, whereas the model uses a disc with one barrier all round. Rough typical values are a hop barrier of 0.40 eV, an extra edge barrier of 0.05 eV, an attempt rate of $10^{13}$ s$^{-1}$ and a lattice spacing of 0.29 nm. The island radius is then 8.7 nm.

With these values, the lattice model has a mean stay of 1 ms at 262.8 K. That temperature belongs to the chosen barriers and is not a measured property of silver. The hop rate is $\Gamma=2.13\times10^5$ s$^{-1}$ and the edge factor is $s=0.110$, so

$$\frac{R^2}{8\Gamma}=\frac{900}{8\times2.13\times10^5}\ \text{s}=0.53\ \text{ms},$$

$$\frac{\pi R}{8\Gamma s}=\frac{94.2}{8\times2.13\times10^5\times0.110}\ \text{s}=0.50\ \text{ms}.$$

The sum is 1.03 ms, about 3% above the lattice value. The example lies close to the crossover, with diffusion and the edge contributing almost equally.

The radius is taken from the exercise and does not follow from these barriers. If pairs are stable, simple rate equations with this flux and hop rate give one island per several hundred to a thousand sites at a quarter layer, depending on the capture numbers assumed. Islands that close together would merge before reaching the 2827 sites of this disc. The example therefore illustrates the residence time, not the typical island size in a silver film.

**How the occupancy changes with island size**

If the exercise held $\tau$ fixed, doubling $R$ would multiply $N$ by four. On a surface at fixed flux and temperature, $\tau$ grows as well. For $R=60$ the diffusion part is four times larger and the edge part twice as large:

$$\tau\approx(4\times0.528+2\times0.503)\ \text{ms}=3.12\ \text{ms}.$$

The landing rate is $4\times28.27=113.1$ per second, so

$$N\approx113.1\times3.12\times10^{-3}=0.35 .$$

Doubling the radius has raised the occupancy by a factor of about 12. A landing atom now finds company with probability $1-e^{-0.35}\approx0.30$. The rate of such landings has risen from 0.79 to about 33 per second.

In the limits, $N$ grows as $R^4$ when diffusion controls the stay and as $R^3$ when the edge does. While $N$ is small, the rate of landings with company is about $\lambda N$, which brings another factor $R^2$. This steep dependence on size favours nucleation on large islands. If new layers repeatedly start well before the layers below have closed, the film can develop stacks of islands, or mounds.

The $R=60$ case also shows where the simple picture weakens. With nearly a third of landings finding company, non-interacting adatoms are no longer a safe assumption. If pairs are stable, a top this large is also unlikely to stay free of nuclei for long, so 0.35 is the occupancy it would have without nucleation.

**How far to trust 0.028**

For the given $F$, $R$ and $\tau$, the result is secure within the stated model. For a real surface the weak point is $\tau$, because it depends exponentially on the barriers divided by $kT$. In the silver example, at fixed flux and radius:

- cooling by 5 K raises $N$ to 0.041, and warming by 5 K lowers it to 0.020;
- raising the hop barrier by 0.02 eV, at fixed temperature, gives 0.068;
- raising the extra edge barrier by 0.02 eV, at fixed temperature, gives 0.048.

The last change is smaller than the one before it because the extra barrier acts on just the edge part of the stay. Since the barriers are rough values, predicting $N$ from them may easily miss by a factor of two.

Geometry matters too. A square island with half-side 30 has $60^2=3600$ sites and gives $N=0.036$ for the same stay. A circular island on a triangular net, with the radius in neighbour spacings, has more sites per unit area and gives 0.033, again for the same stay. The stated answer therefore needs a circular island on a square net, or at least the same number of sites.

Interactions touch a small part of the adatom population here. An atom can have company when it lands, or another atom can land during its stay. Each possibility has a probability of about $N$, so the share of atoms that ever coexist with another is about $2N$; the simulation gives 5.5%. In the simulation these atoms account for 8.6% of all adatom time, a larger share because long stays are more likely to overlap with others. Once a stable nucleus forms, it captures later adatoms and the formula no longer describes the top.

This limit can matter even at $R=30$. If the island takes about 25 s to reach that size, several landings will have found company on the way. When two atoms are enough for a stable nucleus, one may well have formed already. The value 0.028 therefore describes a top that is still free of nuclei; it does not show that a real top of this size would be.

Two other omissions can be sized. Sites on the rim make up 6.0% of the top. If atoms landing there dropped straight to the lower level, that share of the landings would be lost; I would expect the loss in $N$ to be smaller, since these atoms start next to the exit. Growth of the island during one stay is negligible: if islands cover a quarter of the surface and collect all the deposited atoms, their area grows by a fraction $F\tau/0.25=4\times10^{-5}$ in 1 ms.

The numerical output below lists the main values for $R=30$. Those for $R=60$ follow from them by the arithmetic shown above.

## Values computed for the example and the checks

```
Flux: 0.01 per site per s
Island radius: 30 sites
Island radius, Ag(100): 8.7 nm
Mean residence time: 1.0 ms
Island area pi R^2: 2827.4 sites
Direct lattice count: 2821 sites
Landing rate on island: 28.27 per s
Mean interval between landings: 35.4 ms
Mean island-top occupancy N: 0.02827 atoms
Coverage per top site: 1.0e-05
Snapshot mean, random-walk stays: 0.02842 atoms
Snapshot mean, identical stays: 0.02804 atoms
Probability top is empty: 0.9721
Probability of two or more, Poisson: 3.92e-04
Probability of two or more, snapshots: 3.99e-04
Chance a landing atom finds company, formula: 0.0279
Chance a landing atom finds company, simulated: 0.0279
Hop barrier, rough: 0.40 eV
Extra edge barrier, rough: 0.05 eV
Attempt rate, rough: 1e+13 per s
Lattice spacing, rough: 0.29 nm
Temperature giving the residence time: 262.8 K
Hop rate per direction: 2.131e+05 per s
Edge reduction factor s: 0.1099
Continuum diffusion part of stay: 0.528 ms
Continuum edge part of stay: 0.503 ms
Continuum total stay: 1.031 ms
Random-walk mean stay: 1.008 ms
Random-walk spread of stay (std): 1.100 ms
N if 5 K colder: 0.0407 atoms
N if 5 K warmer: 0.0199 atoms
N if hop barrier is 0.02 eV higher: 0.0684 atoms
N if edge barrier is 0.02 eV higher: 0.0481 atoms
N for square of half-side R, same stay: 0.0360 atoms
N for disc on triangular net, same stay: 0.0326 atoms
Share of atoms that ever coexist: 5.5 %
Share of adatom time held by those atoms: 8.6 %
Share of top sites on the rim: 6.0 %
Assumed island coverage for growth estimate: 0.25
Relative island area growth in one stay: 4.0e-05
```
